# Removing cluster surface states by raising dangling sp3 hybrids: thresholds and convergence

**Definitions and conventions**

The cluster is a set of $N$ atoms cut from the diamond lattice (cube edge $a$, bond length $d$) without relaxation. Each atom carries four orthonormal orbitals $s,p_x,p_y,p_z$ with energies $\varepsilon_s,\varepsilon_p$. Spin-orbit coupling, overlap, excited $s^*$ and $d$ orbitals and self-consistency are left out, and all cluster matrices are real. An atom of sublattice A has neighbours, of sublattice B, at $(a/4)\mathbf t_j$, with $\mathbf t_1=(1,1,1)$, $\mathbf t_2=(1,-1,-1)$, $\mathbf t_3=(-1,1,-1)$, $\mathbf t_4=(-1,-1,1)$, so $\mathbf t_i\cdot\mathbf t_j=4\delta_{ij}-1$. Hopping joins nearest neighbours. With $\mathbf l$ the unit vector from A to B,

$$\langle s_A|H|s_B\rangle=V_{ss},\quad \langle s_A|H|p_{\nu B}\rangle=l_\nu V_{sp},\quad \langle p_{\mu A}|H|s_B\rangle=-l_\mu V_{sp},$$
$$\langle p_{\mu A}|H|p_{\nu B}\rangle=l_\mu l_\nu(V_\sigma-V_\pi)+\delta_{\mu\nu}V_\pi .$$

Harrison scaling sets each $V=\eta u$ with $u=\hbar^2/md^2$; the $\eta$ are taken as fixed model coefficients $-1.40,\ 1.84,\ 3.24,\ -0.81$ for $ss$, $sp$, $pp\sigma$, $pp\pi$.

The hybrids are $h_i=\tfrac12(s+\mathbf t_i\cdot\mathbf p)$ on A and $g_i=\tfrac12(s-\mathbf t_i\cdot\mathbf p)$ on B. Since $\langle h_i|h_j\rangle=\tfrac14(1+\mathbf t_i\cdot\mathbf t_j)=\delta_{ij}$, the change of basis is orthogonal. A hybrid is dangling if the atom it points to is absent. With $N_b$ complete bonds there are $2N_b$ retained and $N_d=4N-2N_b$ dangling hybrids. $P$, the sum of $|h\rangle\langle h|$ over dangling hybrids, obeys $P^2=P$ and $\operatorname{tr}P=N_d$ by orthonormality. The method replaces $H_0$ by

$$H(\delta)=H_0+\delta P=\begin{pmatrix}A&B\\ B^T&D+\delta\end{pmatrix},\qquad\delta\ge0,$$

the blocks referring to retained and dangling hybrids. Eigenvalues are in rising order: $E_n(\delta)$ of $H$, $\lambda_n$ of $A$, $d_j$ of $D$. One electron is removed per dangling hybrid, leaving $2N_b$ electrons in $N_b$ levels, so $\lambda_v=\lambda_{N_b}$ and $\lambda_c=\lambda_{N_b+1}$ are the highest filled and lowest empty levels of $A$. Errors are measured against $\lambda_n$, the same model with the dangling hybrids deleted.

**Hybrid matrix elements**

On one atom $\langle h_i|H|h_j\rangle=\tfrac14(\varepsilon_s+\mathbf t_i\cdot\mathbf t_j\,\varepsilon_p)$, which is $\varepsilon_h=(\varepsilon_s+3\varepsilon_p)/4$ for $i=j$ and $V_1=(\varepsilon_s-\varepsilon_p)/4$ otherwise; this $4\times4$ matrix $O$ is the same on B. Across bond $l$, with $\mathbf l=\mathbf t_l/\sqrt3$ and $\tau_i=\mathbf t_i\cdot\mathbf l$, the four hopping rules give term by term

$$(M_l)_{ij}=\langle h_i|H|g_j\rangle=\tfrac14\left[V_{ss}-(\tau_i+\tau_j)V_{sp}-\tau_i\tau_j(V_\sigma-V_\pi)-\mathbf t_i\cdot\mathbf t_jV_\pi\right],$$

where the minus sign of $\tau_j$ and of the last two terms comes from $g_j$ and that of $\tau_i$ from the $p$–$s$ rule. Here $\tau_l=\sqrt3$ and $\tau_i=-1/\sqrt3$ for $i\ne l$. Both indices equal to $l$ give $V_2=\tfrac14(V_{ss}-2\sqrt3V_{sp}-3V_\sigma)$, the terms $+3V_\pi$ and $-3V_\pi$ cancelling. One index equal to $l$ has $\tau_i+\tau_j=2/\sqrt3$, $\tau_i\tau_j=-1$, $\mathbf t_i\cdot\mathbf t_j=-1$, so $V_3=\tfrac14(V_{ss}-2V_{sp}/\sqrt3+V_\sigma)$. With neither index equal to $l$, the first three terms give $c=\tfrac14[V_{ss}+2V_{sp}/\sqrt3-(V_\sigma-V_\pi)/3]$, and the last gives $V_4=c+V_\pi/4$ for $i\ne j$ and $V_5=c-3V_\pi/4$ for $i=j$. Each $M_l$ is symmetric. The strong element $V_2$ does not enter $B$, because a dangling hybrid has no partner; $B$ holds $V_1,V_3,V_4,V_5$.

**Monotonic motion and its ceiling**

For a normalized eigenvector $\psi_n$ the Hellmann–Feynman theorem gives $dE_n/d\delta=\langle\psi_n|P|\psi_n\rangle$, the dangling weight, which lies in $[0,1]$ because $P$ is a projector; at a degeneracy it holds for the sum over the group. Bounds come from the min–max principle: for a symmetric matrix of dimension $K$, with $R$ the Rayleigh quotient,

$$E_n=\min_{\dim S=n}\max_{x\in S}R(x)=\max_{\dim S=K-n+1}\min_{x\in S}R(x).$$

Because $R_0\le R_\delta\le R_0+\delta$ for every vector, $E_n(0)\le E_n(\delta)\le E_n(0)+\delta$, and the same argument between two shifts shows that no level falls. Taking for $S$ the lowest $n$ eigenvectors of $A$, on which $P$ vanishes, gives $E_n(\delta)\le\lambda_n$ for $n\le2N_b$. Finite-$\delta$ levels are lower bounds on their limits.

**Counting levels and the clearing threshold**

For $E$ not equal to any $\lambda_n$, multiplying out confirms

$$H-E=L\begin{pmatrix}A-E&0\\0&\delta-M(E)\end{pmatrix}L^T,\quad L=\begin{pmatrix}1&0\\B^T(A-E)^{-1}&1\end{pmatrix},$$
$$M(E)=E-D+B^T(A-E)^{-1}B:$$

the lower left block is $B^T$ and the lower right is $B^T(A-E)^{-1}B+\delta-M=D+\delta-E$. $L$ is invertible, so by Sylvester's law of inertia the numbers of negative eigenvalues agree. With $\mu_j(E)$ the eigenvalues of $M$,

$$\#\{E_n(\delta)<E\}=\#\{\lambda_n<E\}+\#\{\mu_j(E)>\delta\}.\tag{1}$$

For $\lambda_v<E<\lambda_c$ the first term is $N_b$. Hence $\delta^*(E)=\max[0,\mu_{\max}(E)]$ is the least shift $\delta\ge0$ that leaves $N_b$ levels below $E$; it is zero where $\mu_{\max}(E)\le0$, which can happen just above $\lambda_v$. These lie at or below $\lambda_v$ by the ceiling, so $(\lambda_v,E)$ is empty for every $\delta\ge\delta^*(E)$.

Since $d(A-E)^{-1}/dE=(A-E)^{-2}$, one has $M'=1+B^T(A-E)^{-2}B\ge1$, and each $\mu_j$ rises across the gap with slope at least 1. A gap level sits where $\mu_j(E)=\delta$. Its eigenvector $(x,y)$ has $x=-(A-E)^{-1}By$ from the first block row and $My=\delta y$ from the second, so for $|y|=1$

$$\langle P\rangle=\frac1{1+|x|^2}=\frac1{y^TM'y}=\frac1{\mu'},$$

which is the Hellmann–Feynman slope obtained by inverting $\delta=\mu(E)$. With $B=0$ the slope is 1 and the dangling levels leave rigidly. Let $\Pi_c$ project on the level $\lambda_c$. If $\Pi_cB\ne0$, $M$ contains $B^T\Pi_cB/(\lambda_c-E)$ plus terms that stay finite, so as $E\uparrow\lambda_c$ the largest eigenvalue $\mu_{\max}\to+\infty$ and the slope of the corresponding level falls to zero. No finite shift then empties the whole gap of $A$. Level $N_b+1$ is not expelled: it loses its dangling weight and becomes the lowest empty level. The label counts by order, so its symmetry may change where levels cross.

**Error of the interior levels**

Eliminating the dangling block instead, which is positive when $\delta+d_{\min}>E$, the same factorization gives $\#\{E_n<E\}$ as the number of negative eigenvalues of $H_{\rm eff}(E)-E$, with

$$H_{\rm eff}(E)=A-B(D+\delta-E)^{-1}B^T\ \ge\ A-\frac{\|B\|^2}{\delta+d_{\min}-E},$$

$\|B\|$ being the largest singular value. Let $\delta+d_{\min}>\lambda_{\max}$ and take $E$ just above $E_n$, $n\le2N_b$. At least $n$ eigenvalues of $H_{\rm eff}(E)$ lie below $E$, and the $n$-th is no lower than that of the right side. Letting $E\downarrow E_n$,

$$0\le\lambda_n-E_n(\delta)\le\frac{\|B\|^2}{\delta+d_{\min}-E_n}.\tag{2}$$

This proves convergence to $\lambda_n$ at least as fast as $1/\delta$. For the coefficient, expand for $\delta>\|D-E\|$: $(\delta+D-E)^{-1}=1/\delta-(D-E)/\delta^2+\dots$, so

$$H_{\rm eff}=A-\frac W\delta+\frac{B(D-E)B^T}{\delta^2}+O(\delta^{-3}),\qquad W=BB^T .$$

The level $E_n$ is an eigenvalue of $H_{\rm eff}(E_n)$. Replacing $E$ by $\lambda_n$ in the third term costs $O(\delta^{-3})$ by (2). First-order perturbation theory in both terms and second order in $-W/\delta$ give

$$E_n=\lambda_n-\frac{c_1}\delta+\frac{c_2}{\delta^2}+O(\delta^{-3}),\quad c_1=W_{nn},\quad c_2=[B(D-\lambda_n)B^T]_{nn}+\sum_{\lambda_m\ne\lambda_n}\frac{W_{mn}^2}{\lambda_n-\lambda_m},\tag{3}$$

in the eigenbasis of $A$. The point group permutes dangling hybrids among themselves, so $W$ commutes with it, and by Schur's lemma $c_1,c_2$ are common to an irreducible multiplet; for an accidental degeneracy $c_1$ and $c_2$ averaged over the group give the mean of its levels, while the individual $1/\delta$ coefficients are the eigenvalues of $W$ restricted to the group. Physically $c_1=|B^Tx_n|^2\ge0$ is the second-order repulsion from the raised hybrids above. The series needs $|W_{mn}|/\delta\ll|\lambda_n-\lambda_m|$, so closely spaced coupled levels need a larger $\delta$. Where levels of different symmetry cross as $\delta$ grows, (3) can be relied on for the ordered level $E_n$ only beyond the last crossing that involves it. At finite $\delta$ both gap edges lie at or below their limits, and the gap error is $-(c_1^{c}-c_1^{v})/\delta$ at leading order. Formula (3) alone does not fix the sign of this difference; in the worked example it is positive and the gap is underestimated.

Two consequences follow. To bring level $N_b+1$ within $\zeta$ of $\lambda_c$, set $\zeta=c_1/\delta-c_2/\delta^2$, multiply by $\delta/\zeta$ to get $\delta=c_1/\zeta-c_2/(\zeta\delta)$, and put $\zeta\delta\simeq c_1$ in the last term:

$$\delta^*(\lambda_c-\zeta)=\frac{c_1}\zeta-\frac{c_2}{c_1}+O(\zeta).\tag{4}$$

Richardson extrapolation cancels $c_1$: $2E(2\delta)=2\lambda-c_1/\delta+c_2/(2\delta^2)$, and subtracting (3) leaves

$$2E(2\delta)-E(\delta)=\lambda-\frac{c_2}{2\delta^2}+O(\delta^{-3}).\tag{5}$$

The extrapolated value is in general no longer a lower bound: at sufficiently large $\delta$ it lies above $\lambda$ when $c_2<0$.

**The expelled levels**

The max–min form with $S$ spanned by the eigenvectors $j,\dots,N_d$ of $D$ gives $E_{2N_b+j}\ge\delta+d_j$. For $E>\lambda_{\max}$, $M(E)\ge E-D-\|B\|^2/(E-\lambda_{\max})$, so the $j$-th largest $\mu$ is at least $E-d_j-\|B\|^2/(E-\lambda_{\max})$. Just below $E_{2N_b+j}$, (1) allows fewer than $j$ values $\mu>\delta$, so this quantity is at most $\delta$. Taking the limit and using $E_{2N_b+j}\ge\delta+d_{\min}>\lambda_{\max}$,

$$0\le E_{2N_b+j}-\delta-d_j\le\frac{\|B\|^2}{\delta+d_{\min}-\lambda_{\max}} .$$

Because $\operatorname{tr}H=\operatorname{tr}A+\operatorname{tr}(D+\delta)$, the summed excess equals $\sum_n(\lambda_n-E_n)$, which by (3) tends to $\operatorname{tr}W/\delta=\operatorname{tr}(B^TB)/\delta$.

**A window free of levels in the limit**

A principal submatrix of a gapped Hamiltonian need not be gapped, as $H_0$ shows. For $A$ every hybrid belongs to a complete bond, so one can rotate to $b=(h+g)/\sqrt2$ and $a=(h-g)/\sqrt2$, $N_b$ of each. The elements of $A$ are those of the crystal, so $A_{bb}$ and $A_{aa}$ are principal submatrices of the bulk blocks, and their Rayleigh quotients lie within the bulk spectra. Define $\alpha=\max_{\mathbf k}H_{bb}(\mathbf k)$ and $\beta=\min_{\mathbf k}H_{aa}(\mathbf k)$, over all eigenvalues. Min–max with $S$ the span of the $b$ and max–min with $S$ the span of the $a$ (dimension $2N_b-(N_b+1)+1=N_b$) give

$$\lambda_{N_b}\le\alpha,\qquad\lambda_{N_b+1}\ge\beta\tag{6}$$

for any cluster shape. The result is useful when $\alpha<\beta$, and its proof fails if surface bonds are given other lengths or hoppings. Applied to the $8\times8$ Bloch matrix at each $\mathbf k$, it also puts four bands at or below $\alpha$ and four at or above $\beta$, so $(\alpha,\beta)$ lies inside the bulk gap.

Use Bloch sums with phases at the atoms, $\phi_j=\exp[i\mathbf k\cdot(a/4)\mathbf t_j]$ and $S=\sum_l\phi_lM_l$, so $H(\mathbf k)$ has diagonal blocks $O$ and upper right block $S$. The partner of $h_j$ sits $(a/4)\mathbf t_j$ away, so the bond sums are $(h_j\pm\phi_j^*g_j)/\sqrt2$ and

$$(H_{bb,aa})_{im}=\tfrac12\left[O_{im}(1+\phi_i\phi_m^*)\pm\phi_m^*S_{im}\pm\phi_iS_{mi}^*\right].$$

At $\Gamma$ all $\phi=1$ and $S$ is real symmetric, so $H_{bb}=O+S$, $H_{aa}=O-S$, and $H_{ba}=\tfrac12(O-S+S^T-O)=0$: block eigenvalues at $\Gamma$ are band energies. Summing over $l$, $S_{ii}=V_2+3V_5$ and $S_{im}=2V_3+2V_4$. A $4\times4$ matrix with diagonal $p$ and off-diagonal $q$ has eigenvalues $p+3q$ once and $p-q$ three times. The bonding triplet is $\varepsilon_h-V_1+V_2+3V_5-2V_3-2V_4$, with $\varepsilon_h-V_1=\varepsilon_p$. In four times the remainder, $V_{ss}$ has coefficient $1+3-2-2=0$, $V_{sp}$ has $(-6+6+4-4)/\sqrt3=0$, $V_\sigma$ has $-3-1-2+\tfrac23=-\tfrac{16}3$, $V_\pi$ has $-8-\tfrac83=-\tfrac{32}3$. The antibonding singlet is $\varepsilon_h+3V_1-(V_2+6V_3+6V_4+3V_5)$, with $\varepsilon_h+3V_1=\varepsilon_s$; in four times the bracket the coefficients are $16$, $(-6-12+18)/\sqrt3=0$, $-3+6-3=0$ and $8-8=0$. Thus

$$\alpha_\Gamma=\varepsilon_p-\tfrac43(V_\sigma+2V_\pi),\qquad\beta_\Gamma=\varepsilon_s-4V_{ss}.$$

At L, $\mathbf k=(\pi/a)(1,1,1)$, $\phi_1=e^{3\pi i/4}=-\phi_{2,3,4}$. A common phase cancels in $\phi^*S$, so take $\phi=(-1,1,1,1)$. For $m,n\ne1$: $S_{1m}=S_{m1}=-V_3+V_3+2V_4$, giving $(H_{aa})_{1m}=\tfrac12[0-2V_4+2V_4]=0$; $S_{mm}=V_2+(2-1)V_5$; $S_{mn}=2V_3+(1-1)V_4$. The symmetric state of the $3\times3$ block, diagonal plus twice off-diagonal, is $\beta_L=\varepsilon_h-V_2-V_5+2V_1-4V_3$. Subtracting from the hybrid form of $\beta_\Gamma$, with $V_k=\eta_ku$ for $k=2,\dots,5$,

$$\beta_\Gamma-\beta_L=V_1+\kappa u,\qquad\kappa=-2\eta_3-2\eta_5-6\eta_4 .$$

$V_1<0$ is atomic while $u\propto d^{-2}$, so $\beta_\Gamma<\beta_L$ if and only if $d>d_c=(\kappa\hbar^2/m|V_1|)^{1/2}$. If both extrema lie at $\Gamma$, $\alpha$ and $\beta$ are band energies and $(\alpha,\beta)$ is the bulk gap itself. Reversing the sign of $S$ gives the other levels at $\Gamma$, the bonding singlet $\varepsilon_s+4V_{ss}$ and the antibonding triplet $\varepsilon_p+\tfrac43(V_\sigma+2V_\pi)$. While $\beta_\Gamma$ lies below this triplet, as at both bond lengths used below, it is the lowest antibonding level at $\Gamma$, and $d\ge d_c$ is necessary for the minimum to lie at $\Gamma$; at short $d$, where the triplet is lower, $d_c$ does not decide the question. Other $\mathbf k$ must be searched numerically.

**Algorithm**

List the missing neighbours of each atom and form the dangling hybrids. If the basis may be changed, rotate, delete those rows and columns, and diagonalize $A$; this has no shift error. If the $s,p$ basis is kept, add $\delta|h\rangle\langle h|$ to the on-site block with $\delta\ge\delta^*(E)$ for the energy $E$ to be cleared, and remove the $1/\delta$ error by (5), after confirming that the level has small dangling weight at both shifts and that both shifts meet the conditions of (3), $\delta>\|D-E\|$ and $|W_{mn}|/\delta\ll|\lambda_n-\lambda_m|$. Increasing $\delta$ without limit is not free: a backward-stable eigensolver guarantees an absolute error only of order machine precision times $\|H\|$, and this bound grows as $\delta$.

**Worked example**

Take round parameters $\varepsilon_s=-8$ eV, $\varepsilon_p=0$, $d=2.5$ Å. Then $u=7.6200/6.25=1.2192$ eV, and $V_{ss}=-1.7069$, $V_{sp}=2.2433$, $V_\sigma=3.9502$, $V_\pi=-0.9875$ eV; $\varepsilon_h=V_1=-2$, $V_2=-5.3321$, $V_3=-0.0868$, $V_4=-0.4375$, $V_5=0.5501$ eV. So $\alpha_\Gamma=-\tfrac43(3.9502-1.9750)=-2.63$ eV, $\beta_\Gamma=-8+6.83=-1.17$ eV, and $\beta_L=-2+5.3321-0.5501-4+0.3472=-0.871$ eV. From $\eta_3=-0.0712$, $\eta_4=-0.3588$, $\eta_5=0.4512$, $\kappa=0.142-0.902+2.153=1.393$ and $d_c=(1.393\times7.62/2)^{1/2}=2.304$ Å, below $d$. On a $24^3$ grid the block extrema and band edges coincide with the $\Gamma$ values, which is numerical evidence and not a proof; the bulk gap is then $1.461$ eV.

The cluster of the 87 atoms within $3d$ of a central atom, which has tetrahedral symmetry, has $N_b=136$ and $N_d=348-272=76$, with $\lambda_v=-3.9830$ eV (threefold), $\lambda_c=-0.1437$ eV (single) and gap $3.8394$ eV. The digits describe the model matrix, not a material. Direct diagonalization gives the following, energies in eV, with $n_1$ and $n_2$ the numbers of levels in $(\alpha,\beta)$ and $(\lambda_v,\lambda_c)$.

| $\delta$ | $E_{N_b}$ | $E_{N_b+1}$ | $\langle P\rangle_{N_b+1}$ | $n_1$ | $n_2$ |
|---|---|---|---|---|---|
| 0 | −4.5356 | −3.7961 | 0.5669 | 29 | 58 |
| 2 | −4.4444 | −2.6997 | 0.5039 | 27 | 41 |
| 5 | −4.3776 | −1.5852 | 0.2499 | 2 | 20 |
| 10 | −4.2676 | −0.8477 | 0.0819 | 0 | 5 |
| 20 | −4.1402 | −0.4510 | 0.0183 | 0 | 1 |
| 50 | −4.0497 | −0.2513 | 0.0024 | 0 | 1 |
| 100 | −4.0170 | −0.1948 | 0.0005 | 0 | 1 |

Level $N_b+1$ enters the bulk gap at $\delta^*(\alpha)=2.133$ eV with weight $0.494$ and leaves at $\delta^*(\beta)=7.107$ eV with weight $0.151$, so the bulk gap stays empty beyond $7.11$ eV. An empty bulk gap is not convergence: at $\delta=10$ eV the gap is $4.2676-0.8477=3.420$ eV, $0.419$ eV or 11% below the limit, and five levels remain in the cluster gap. At 20, 50 and 100 eV one remains, the lowest empty level, as the pole of $M$ requires.

Formula (3) gives $c_1=3.4666$ eV², $c_2=6.594$ eV³ for the highest filled level and $c_1=4.8480$ eV², $c_2=-26.168$ eV³ for the lowest empty one. At $\delta=100$ eV the two-term errors are $-34.666+0.659=-34.007$ meV and $-48.480-2.617=-51.097$ meV, against direct values $-34.009$ and $-51.126$ meV. The gap error is $-51.126+34.009=-17.1$ meV, 0.45% of the limiting gap; the leading term $-1.381/100$ eV $=-13.8$ meV misses a fifth of it, because the $c_1$ terms partly cancel while the $c_2$ terms, of opposite sign, add. The slope $c_1/\delta^2=0.0005$ matches the tabulated weight. With $\|B\|^2=17.633$ eV² and $d_{\min}=-4.4657$ eV, bound (2) for the empty level is $17.633/(100-4.4657+0.1948)=0.184$ eV, 3.6 times the actual error.

For $\zeta=0.1$ eV, (4) gives $48.480+5.398=53.878$ eV, 0.8% above $\mu_{\max}=53.456$ eV; for $\zeta=0.01$ eV, $490.198$ against $490.153$ eV; for $\zeta=0.001$ eV both are $4853.4$ eV. Richardson extrapolation from 50 and 100 eV leaves $-1.31$ and $+5.35$ meV, near the $-6.594/5000$ eV $=-1.32$ meV and $+26.168/5000$ eV $=+5.23$ meV of (5); for the empty level this is about a tenth of the error at 100 eV. For the expelled levels, $\delta$ times the summed excess at 2000 eV is $816.5$ eV², 0.08% below $\operatorname{tr}B^TB=817.2$ eV².

With the dangling hybrids deleted, $\lambda_v-\alpha$ and $\lambda_c-\beta$ are $-2.131$ and $1.596$ eV for 35 atoms, $-1.350$ and $1.029$ for 87, $-1.089$ and $0.876$ for 147, $-0.776$ and $0.660$ for 275, and $-1.458$ and $1.091$ for a ragged cluster of 141 randomly kept atoms with 184 dangling hybrids. All have the signs of (6). The gap falls from $5.19$ to $2.90$ eV over the four compact sizes; (6) bounds it below by $1.46$ eV without giving a rate. At $d=2.1$ Å, below $d_c$, $u=7.62/4.41=1.7279$ eV and $\beta_L=\beta_\Gamma-(V_1+\kappa u)=1.6761-0.4070=1.269$ eV, the grid minimum of $H_{aa}$. The grid conduction minimum is $1.400$ eV, so the guaranteed window stops $0.13$ eV short of it; the 147-atom levels $-5.033$ and $2.041$ eV still lie outside $(-3.732,\,1.269)$ eV.

The numerical check below tests the slopes, the counting law (1) at random $E$ and $\delta$, the thresholds, the bounds, $c_1$ and $c_2$ against fits, the leading term of (4) against $\mu_{\max}$ at $\zeta=0.001$ eV (the 1% tolerance does not resolve $c_2/c_1$; the output labels $\zeta$ as eta), (5) at 400 and 800 eV, and (6), using direct diagonalization.

## Calculated quantities

```
hbar^2/m = 7.6200 eV A^2, d = 2.5 A, u = 1.2192 eV, es = -8.0 eV, ep = 0.0 eV
eta ss, sp, pps, ppp = -1.4 1.84 3.24 -0.81
Vss -1.7069, Vsp 2.2433, Vpps 3.9502, Vppp -0.9875 eV
eh -2.0000, V1 -2.0000, V2 -5.3321, V3 -0.0868, V4 -0.4375, V5 0.5501 eV
alpha -2.6335, beta -1.1725, bulk gap 1.4609, beta_L -0.8709 eV
eta2..eta5 = -4.3735 -0.0712 -0.3588 0.4512; kappa = 1.3930; d_c = 2.3038 A
atoms 87, bonds Nb 136, dangling Nd 76
lam_v -3.98304, lam_c -0.14366, gap 3.83938, lam_max 6.5313 eV
d_min -4.4657, d_max 0.0000 eV, |B|^2 17.6327, trB^TB 817.158 eV^2
delta/eV  E_Nb/eV  E_Nb+1/eV  <P>_Nb+1  n(bulk gap)  n(lam_v..lam_c)
    0   -4.5356   -3.7961    0.5669     29     58
    2   -4.4444   -2.6997    0.5039     27     41
    5   -4.3776   -1.5852    0.2499      2     20
   10   -4.2676   -0.8477    0.0819      0      5
   20   -4.1402   -0.4510    0.0183      0      1
   50   -4.0497   -0.2513    0.0024      0      1
  100   -4.0170   -0.1948    0.0005      0      1
expelled levels: delta*sum(E-delta-d_j) at 2000 eV = 816.465 eV^2
delta*(alpha = -2.6335 eV) = 2.133 eV, weight 1/mu' = 0.49405
delta*(beta = -1.1725 eV) = 7.107 eV, weight 1/mu' = 0.15140
delta*(lam_c-0.1 = -0.2437 eV) = 53.456 eV, weight 1/mu' = 0.00205
delta*(lam_c-0.01 = -0.1537 eV) = 490.153 eV, weight 1/mu' = 0.00002
HOMO: degeneracy 3, c1 3.46664 (fit 3.46664) eV^2, c2 6.5938 (fit 6.5938) eV^3
  E-lam at 100 eV -34.009 meV, two terms -34.007 meV
  Richardson(50,100 eV) error -1.306 meV, -c2/(2*50^2) -1.319 meV
LUMO: degeneracy 1, c1 4.84800 (fit 4.84800) eV^2, c2 -26.1680 (fit -26.1680) eV^3
  E-lam at 100 eV -51.126 meV, two terms -51.097 meV
  Richardson(50,100 eV) error 5.350 meV, -c2/(2*50^2) 5.234 meV
delta*(lam_c-0.001 eV) = 4853.4 eV, c1/eta-c2/c1 = 4853.4 eV
c1/eta-c2/c1 at eta 0.1, 0.01 eV: 53.878, 490.198 eV
gap error coefficient c1(LUMO)-c1(HOMO) = 1.38136 eV^2
atoms  Nd  lam_v-alpha/eV  lam_c-beta/eV  gap/eV
  35   36   -2.1313    1.5958    5.1881
  87   76   -1.3496    1.0289    3.8394
 147  100   -1.0891    0.8756    3.4257
 275  172   -0.7763    0.6598    2.8971
 141  184   -1.4583    1.0907    4.0100 ragged
d = 2.1 A: alpha -3.7322, beta 1.2692, beta_Gamma 1.6761 eV
d = 2.1 A: bulk CBM 1.3995 eV; 147 atoms lam_v -5.0327, lam_c 2.0412 eV
```
